# The desorption barrier behind a first-order peak at 500 K

## Problem

A surface carries an adsorbed layer with coverage $\theta$, measured in monolayers. The sample is heated at the constant rate $\beta = 1$ K/s, starting cold enough that almost nothing has yet left. The particles desorb independently of one another, so the process is first order:

$$r \equiv -\frac{d\theta}{dt} = \kappa(T)\,\theta, \qquad \kappa(T) = \nu\, e^{-E/kT}.$$

Here $r$ is the desorption rate, $\kappa$ the rate constant, $\nu = 10^{13}$ s$^{-1}$ the prefactor, $E$ the barrier for desorption and $k$ Boltzmann's constant. Both $\nu$ and $E$ are constants, and nothing that has left returns. The rate is largest at $T_p = 500$ K.

Find $E$ to three figures. Does a barrier of 1.40 eV fit these data?

Energies are in eV, temperatures in K and times in s. The barrier $E$ is the activation energy for leaving the surface. It equals the binding energy only if adsorption has no barrier of its own.

## First estimate by scaling

Desorption becomes noticeable when the rate constant is comparable with the inverse of the time available. The crudest choice for that time is the time needed to heat the sample by an amount of order $T_p$, which is $T_p/\beta = 500$ s. Setting $\kappa(T_p) \approx \beta/T_p$ gives

$$\nu\, e^{-E/kT_p} \approx \frac{\beta}{T_p}
\quad\Longrightarrow\quad
\frac{E}{kT_p} \approx L, \qquad L \equiv \ln\frac{\nu T_p}{\beta}.$$

The argument of the logarithm is $5\times10^{15}$, so $L = 36.148$. With $kT_p = 0.043087$ eV,

$$E \approx 0.043087 \times 36.148 \approx 1.56\ \text{eV}.$$

The weak point is the time. The rate constant changes steeply with temperature, so the layer leaves within a window much narrower than $T_p$. The true $\kappa(T_p)$ must therefore be larger than $\beta/T_p$, and the true barrier lower than this estimate.

## Exact solution

**The peak condition.** Since $T$ rises linearly, $dT = \beta\,dt$, and the rate law becomes

$$\frac{d\theta}{dT} = -\frac{\kappa(T)}{\beta}\,\theta .$$

The maximum of $r$ is also the maximum of $\ln r = \ln\nu + \ln\theta - E/kT$. Differentiating,

$$\frac{d\ln r}{dT} = \frac{1}{\theta}\frac{d\theta}{dT} + \frac{E}{kT^2}
= \frac{E}{kT^2} - \frac{\nu}{\beta}\,e^{-E/kT}.$$

The first term on the right describes the growth of the rate constant, the second the loss of particles that could still desorb. As $T$ rises, the first term falls and the second grows. Their difference is positive at the cold start and changes sign once, so there is a single peak. The coverage has cancelled, so the peak position does not depend on the initial coverage. At the peak,

$$\frac{E}{kT_p^2} = \frac{\nu}{\beta}\,e^{-E/kT_p}.$$

**Solving for the barrier.** Let $x = E/kT_p$. The left side is then $x/T_p$. Multiplying by $T_p$ gives $x = (\nu T_p/\beta)\,e^{-x}$, and taking logarithms gives

$$x + \ln x = L .$$

The left side increases with $x$, so there is one root. Written as $x e^x = \nu T_p/\beta$, the equation defines the Lambert function $W$, so that

$$E = kT_p\, W\!\left(\frac{\nu T_p}{\beta}\right).$$

The root can also be found by hand from $x_{n+1} = L - \ln x_n$. If $x_n$ differs from the root by a small amount $\delta$, then $x_{n+1}$ differs from it by about $-\delta/x$. Each step thus reverses the error and divides it by about 33. Starting from $x_0 = 30$,

$$x_1 = 32.747,\quad x_2 = 32.659,\quad x_3 = 32.662,\quad x_4 = 32.662 .$$

Therefore

$$E = 0.043087 \times 32.662 = 1.407\ \text{eV} \approx 1.41\ \text{eV},$$

or 135.8 kJ/mol. As a test that does not use the peak condition, the coverage equation was integrated numerically and the barrier adjusted until the rate maximum fell at 500 K. This gave 1.4073 eV, in agreement with the formula.

A barrier of 1.40 eV does not fit to three figures. In the same integration it puts the peak at 497.5 K, about 2.5 K too low.

**The state of the surface at the peak.** The peak condition says that $\kappa(T_p) = \beta x/T_p$, which is $32.662/500 = 0.0653$ s$^{-1}$. At a temperature held at 500 K, a particle would stay for a mean time $1/\kappa \approx 15$ s.

The fraction still adsorbed follows from integrating $d\ln\theta/dT = -\kappa/\beta$. Because the start is cold, the lower limit may be set to zero:

$$\ln\frac{\theta_p}{\theta_0} = -\frac{\nu}{\beta}\int_0^{T_p} e^{-E/kT}\,dT .$$

With $y = E/kT$, so that $dT = -(E/k)\,dy/y^2$, two integrations by parts give

$$\int_0^{T_p} e^{-E/kT}dT = \frac{E}{k}\int_x^\infty \frac{e^{-y}}{y^2}\,dy
\approx \frac{E}{k}\,\frac{e^{-x}}{x^2}\left(1-\frac{2}{x}\right).$$

Now $E/k = xT_p$, and the peak condition gives $(\nu/\beta)e^{-x} = x/T_p$. The product of these two factors is $x^2$, which cancels the denominator. What remains is

$$\frac{\theta_p}{\theta_0} \approx e^{-1+2/x} = 0.391 .$$

The numerical integration gives 0.389. About 61% of the layer has gone when the rate is largest.

## Comparison

**What the scaling estimate missed.** The exact result can be written as $E = kT_p(L - \ln x)$, while the estimate was $kT_pL$. The estimate is too high by

$$kT_p \ln x = 0.043087\times 3.486 = 0.150\ \text{eV},$$

which is 11% of the exact barrier. The logarithm has a direct meaning. Near the peak, $d\ln\kappa/dT = E/kT_p^2 = x/T_p$, so the rate constant grows by a factor $e$ over a temperature interval of about $T_p/x \approx 15$ K. The time available is the time needed to cross this interval, $T_p/(x\beta) \approx 15$ s, instead of 500 s. Using this shorter time in the scaling argument reproduces the peak condition.

**Where 1.40 eV comes from.** Since $\ln x$ varies slowly, it can be replaced by a fixed number. The Redhead estimate uses 3.64:

$$E \approx kT_p\,(L - 3.64) = 0.043087\times 32.508 = 1.401\ \text{eV}.$$

It agrees with the root when $\ln x = 3.64$, that is, for $x \approx 38$. Here $\ln x = 3.486$, so the estimate is low by $0.043087\times(3.64-3.486) \approx 0.0066$ eV, or 0.5% of the root. That is enough to change the third figure.

## How far the number can be trusted

**Temperature and prefactor.** Differentiating $x + \ln x = L$ at fixed $\beta$ gives

$$\left(1+\frac1x\right)dx = \frac{d\nu}{\nu} + \frac{dT_p}{T_p}.$$

Since $E = kT_p x$, it follows that

$$\frac{\partial E}{\partial T_p} = kx + \frac{kx}{x+1} = kx\,\frac{x+2}{x+1} = 2.90\ \text{meV/K},
\qquad
\frac{\partial E}{\partial \ln\nu} = kT_p\,\frac{x}{x+1}.$$

A thermometer error of 5 K shifts the barrier by 14 meV. A factor of ten in the prefactor shifts it by 96 meV. With $\nu = 10^{15}$ s$^{-1}$ and the same peak temperature, the barrier would be 1.60 eV. The prefactor therefore matters far more than the difference between 1.40 and 1.41 eV.

A single peak temperature cannot determine both $E$ and $\nu$. Peaks measured at several heating rates can, because the peak condition rearranges to

$$\ln\frac{\beta}{T_p^2} = \ln\frac{\nu k}{E} - \frac{E}{kT_p}.$$

If $E$ and $\nu$ are constant, a plot of the left side against $1/T_p$ is a straight line of slope $-E/k$.

If the prefactor is instead proportional to $T$, with the same value at 500 K, then $d\ln r/dT$ gains a term $1/T$. The barrier then changes by only $-1.3$ meV.

**Repulsion between adsorbates.** Suppose that the barrier falls with coverage as $E(\theta) = E_0 - w\theta$. Then $\ln r$ contains the extra term $w\theta/kT$. Its derivative through $\theta$ is $(w/kT)\,d\theta/dT = -(w\theta/kT)\,\kappa/\beta$, and the peak condition becomes

$$\frac{E(\theta_p)}{kT_p^2} = \frac{\kappa}{\beta}\left(1+\frac{w\theta_p}{kT_p}\right).$$

For $w = 0.10$ eV per monolayer and an initial coverage of 0.50, integration with the peak held at 500 K gives $\theta_p = 0.219$ and $E_0 = 1.446$ eV. The shift of 39 meV has two parts. The bracket equals 1.51, which raises the local barrier at the peak from 1.4073 to 1.4245 eV, or by 17 meV. The remaining 22 meV is $w\theta_p$, the difference between the local barrier and its zero-coverage value. With repulsion the peak position also depends on the initial coverage, unlike in the ideal model.

**The vacuum chamber.** Suppose that the experiment records the gas pressure, not the desorption rate itself. Take a chamber of 50 litres pumped at 200 litres per second, a sample of 1 cm², gas of 28 u at 300 K, and a sticking probability of one at every coverage. This ignores the blocking of occupied sites, which would reduce readsorption and the delay it causes. The mean gas speed is $\bar v = 476$ m/s. The surface takes up gas at the volume rate $A\bar v/4$, where $A$ is the sample area, and this is $a = 0.0595$ times the pumping speed.

Two delays follow to leading order. Readsorption reduces the net loss by the factor $1/(1+a)$, which acts like a smaller prefactor and moves the peak up by 0.83 K. The pressure also lags behind the desorption rate by $0.25\ \text{s}/(1+a)$, which adds 0.24 K. Integrating the coupled equations for surface and gas puts the pressure peak 1.07 K above the ideal rate peak, equal to the sum. Using the temperature of the pressure peak as $T_p$ in the ideal formula would make the barrier too high by 3 meV.

**Beside real surfaces.** The numbers in this example are chosen for illustration and do not describe a particular adsorbate. For the sizes chosen above, the change in the assigned prefactor has the largest effect. This ranking depends on the weak repulsion assumed. The shift from repulsion grows roughly in proportion to $w$, and for $w = 0.5$ eV per monolayer at the same initial coverage it is about 0.2 eV, as large as two decades of prefactor. An adsorbate that moves and rotates much more freely as it leaves can have a prefactor well above $10^{13}$ s$^{-1}$, and the value $10^{15}$ s$^{-1}$ used above would raise the barrier by about 0.19 eV. The answer 1.41 eV is thus correct to three figures for the stated model. For a real surface, the prefactor alone contributes an uncertainty of about 0.1 eV for each factor of ten by which it is uncertain. Interactions between adsorbates and errors in the measured temperature add to this. The values used here are collected in the numerical output below.

## Numbers as computed

```
Prefactor: 1.0e+13 1/s
Heating rate: 1.0 K/s
Peak temperature: 500.0 K
Boltzmann constant: 8.617333e-05 eV/K
k Tp: 0.043087 eV
L = ln(nu Tp/beta): 36.1482 (no unit)
Hand iteration x0: 30.0000 (no unit)
Hand iteration x1: 32.7470 (no unit)
Hand iteration x2: 32.6594 (no unit)
Hand iteration x3: 32.6621 (no unit)
Hand iteration x4: 32.6620 (no unit)
Root x from Lambert function: 32.6620 (no unit)
ln x at the root: 3.4862 (no unit)
Barrier from formula: 1.4073 eV
Barrier from simulation: 1.4073 eV
Barrier, converted: 135.8 kJ/mol
Redhead estimate with 3.64: 1.4007 eV
Formula minus Redhead: 6.63 meV
Simulated peak for barrier 1.40 eV: 497.48 K
Rate constant at peak: 0.0653 1/s
Fraction left at peak, simulated: 0.3891 (no unit)
Fraction left, exp(-1+2/x): 0.3911 (no unit)
dE/dTp: 2.898 meV/K
dE per decade of prefactor: 96.3 meV
Barrier if prefactor is 1e15 1/s: 1.6002 eV
Error from 5 K in temperature: 14.5 meV
Repulsion w: 0.10 eV per monolayer
Initial coverage: 0.50 monolayer
Zero-coverage barrier with repulsion: 1.4464 eV
Coverage at peak with repulsion: 0.2190 monolayer
Local barrier at peak with repulsion: 1.4245 eV
Shift from repulsion: 39.1 meV
Shift if prefactor grows as T: -1.26 meV
Chamber volume: 50 litre
Pumping speed: 200 litre/s
Sample area: 1.0 cm2
Mean gas speed (28 u, 300 K): 476.3 m/s
Surface uptake / pump uptake: 0.0595 (no unit)
Pumping time: 0.250 s
Pressure peak delay, simulated: 1.070 K
Delay estimate, readsorption: 0.834 K
Delay estimate, pumping: 0.236 K
Barrier error from this delay: 3.10 meV
```
